# Low-frequency partial self-inductance of a copper through-silicon via: verification in Python

```python
"""Partial self-inductance of a straight round via with uniform current.

Result under test, for length l and radius a with a << l:
  L = (mu0 l / 2 pi) * [ln(2l/a) - 3/4 + 128 a/(45 pi l) - a^2/(4 l^2)]
Definition: L = mu0/(4 pi A^2) * double volume integral of 1/|r - r'|,
with A = pi a^2. The "bracket" below means L / (mu0 l / 2 pi).
SI units inside the program; aspect = l/a.
"""
import numpy as np
from scipy.constants import mu_0, epsilon_0, pi
from scipy.special import j0, j1, jv

length = 50e-6          # m
radius = 2.5e-6         # m
aspect = length / radius
unit_L = mu_0 * length / (2 * pi)
pH = 1e-12


def bracket_series(s):
    return np.log(2*s) - 0.75 + 128/(45*pi*s) - 1/(4*s**2)


def tube_series(s):
    return np.log(2*s) - 1 + 4/(pi*s) - 1/(2*s**2)


def filament_mutual(l, d):
    return mu_0/(2*pi) * (l*np.arcsinh(l/d) - np.hypot(l, d) + d)


def bracket_wavenumber(s, tube=False):
    """Definition evaluated in transverse wavenumber x = q a."""
    x_max = 400
    edges = np.concatenate(([0.0], np.geomspace(1e-5, 1, 30),
                            np.arange(2, x_max + 1)))
    node, weight = np.polynomial.legendre.leggauss(20)
    half = np.diff(edges)[:, None] / 2
    x = (edges[:-1, None] + half) + half*node
    form = j0(x) if tube else 2*j1(x)/x
    axial = 1/x + np.expm1(-s*x)/(s*x**2)
    total = np.sum(half*weight*form**2*axial)
    # the tube integrand falls only as 1/(pi x^2): add its mean tail
    return total + (1/(pi*x_max) if tube else 0.0)


# --- random sampling of the defining integral and of the disc means ---
rng = np.random.default_rng(12345)
batches, batch_size = 4, 1_000_000
sums = np.zeros(7)
squares = np.zeros(7)


def disc_points(n):
    r = np.sqrt(rng.random(n))
    angle = 2*pi*rng.random(n)
    return r*np.cos(angle), r*np.sin(angle)


for _ in range(batches):
    x1, y1 = disc_points(batch_size)
    x2, y2 = disc_points(batch_size)
    dz = aspect*(rng.random(batch_size) - rng.random(batch_size))
    d2 = (x1 - x2)**2 + (y1 - y2)**2
    rim2 = (x1 - 1)**2 + y1**2
    samples = (aspect/2/np.sqrt(d2 + dz**2),
               0.5*np.log(d2), np.sqrt(d2), d2,
               0.5*np.log(rim2), np.sqrt(rim2), rim2)
    for i, values in enumerate(samples):
        sums[i] += values.sum()
        squares[i] += (values**2).sum()
count = batches*batch_size
means = sums/count
errors = np.sqrt((squares/count - means**2)/count)
expected = np.array([bracket_series(aspect), -0.25, 128/(45*pi), 1.0,
                     0.0, 32/(9*pi), 1.5])
# five standard errors of the random sampling
assert np.all(np.abs(means - expected) < 5*errors)
assert errors[0] < 0.004

# --- wavenumber integral against the series; next term is of order s^-4 ---
bracket_exact = bracket_wavenumber(aspect)
assert abs(bracket_exact - bracket_series(aspect)) < 1e-6
tube_exact = bracket_wavenumber(aspect, tube=True)
assert abs(tube_exact - tube_series(aspect)) < 1e-5
long_gap = bracket_wavenumber(2000) - bracket_wavenumber(2000, tube=True)
assert abs(long_gap - 0.25) < 3e-4      # end effect is of order a/l

# --- filament formula against a double quadrature of 1/distance ---
pitch = 20e-6
node, weight = np.polynomial.legendre.leggauss(60)
z = length*(node + 1)/2
w = length*weight/2
kernel = 1/np.sqrt((z[:, None] - z[None, :])**2 + pitch**2)
mutual_numeric = mu_0/(4*pi) * (w @ kernel @ w)
mutual = filament_mutual(length, pitch)
assert abs(mutual_numeric/mutual - 1) < 1e-8

# --- finite thickness of both vias in their mutual inductance ---
rn, rw = np.polynomial.legendre.leggauss(8)
rr = radius*np.sqrt((rn + 1)/2)
phi = 2*pi*np.arange(16)/16
px = (rr[:, None]*np.cos(phi)).ravel()
py = (rr[:, None]*np.sin(phi)).ravel()
pw = np.repeat(rw/2, 16)/16
dist = np.hypot(pitch + px[:, None] - px, py[:, None] - py)
mutual_thick = pw @ filament_mutual(length, dist) @ pw
assert abs(mutual_thick/mutual - 1) < 5e-3

# --- skin effect in a long round wire (Bessel solution) ---
rho_cu = 1.7e-8         # ohm m, rough typical value


def skin_depth(rho, f):
    return np.sqrt(rho/(pi*f*mu_0))


def internal_inductance(f):
    k = (1 - 1j)/skin_depth(rho_cu, f)
    z_per_m = k*rho_cu*jv(0, k*radius)/(2*pi*radius*jv(1, k*radius))
    return length*z_per_m.imag/(2*pi*f)


internal_low = mu_0*length/(8*pi)
assert abs(internal_inductance(1e6)/internal_low - 1) < 1e-5

L = unit_L*bracket_series(aspect)
assert abs(L/pH - 30) < 0.5

# --- sizes of neglected effects ---
f_use = 1e8
omega = 2*pi*f_use
resistance = rho_cu*length/(pi*radius**2)
f_skin = rho_cu/(pi*mu_0*radius**2)
heating, temp_coeff, expansion = 80.0, 0.0039, 1.7e-5
hot_factor = 1 + temp_coeff*heating
L_thin = unit_L*bracket_series(length/(0.9*radius))
L_thick = unit_L*bracket_series(length/(1.1*radius))
crowding = mu_0*2*radius/(2*pi)*np.log(2)
rho_si, liner, eps_liner = 0.1, 0.2e-6, 3.9
cap = 2*pi*eps_liner*epsilon_0*length/np.log(1 + liner/radius)

print(f"via length: {length*1e6:.1f} um")
print(f"via radius: {radius*1e6:.2f} um")
print(f"length/radius: {aspect:.1f}")
print(f"prefactor mu0 l/(2 pi): {unit_L/pH:.4f} pH")
print(f"ln(2l/a): {np.log(2*aspect):.5f}")
print(f"term 128a/(45 pi l): {128/(45*pi*aspect):.5f}")
print(f"term a^2/(4 l^2): {1/(4*aspect**2):.6f}")
print(f"bracket, series: {bracket_series(aspect):.6f}")
print(f"bracket, wavenumber integral: {bracket_exact:.6f}")
print(f"bracket, random sampling: {means[0]:.4f} +- {errors[0]:.4f}")
print(f"L without a/l terms: {unit_L*(np.log(2*aspect)-.75)/pH:.2f} pH")
print(f"L, full series: {L/pH:.2f} pH")
print(f"L, wavenumber integral: {unit_L*bracket_exact/pH:.2f} pH")
print(f"internal part mu0 l/(8 pi): {internal_low/pH:.3f} pH")
print(f"L minus internal part: {(L-internal_low)/pH:.2f} pH")
print(f"L with surface-tube current: {unit_L*tube_exact/pH:.2f} pH")
print(f"uniform minus tube: {unit_L*(bracket_exact-tube_exact)/pH:.3f} pH")
print(f"bracket gap uniform-tube at l/a=2000: {long_gap:.5f}")
for name, i in (("pair <ln(d/a)>", 1), ("pair <d/a>", 2),
                ("pair <d^2/a^2>", 3), ("rim <ln(d/a)>", 4),
                ("rim <d/a>", 5), ("rim <d^2/a^2>", 6)):
    print(f"{name}: sampled {means[i]:.4f}, formula {expected[i]:.4f}")
print(f"copper resistivity (rough): {rho_cu*1e8:.2f} uohm cm")
print(f"frequency where skin depth = radius: {f_skin/1e9:.3f} GHz")
for f in (1e8, 1e9, 1e10):
    drop = internal_low - internal_inductance(f)
    print(f"at {f/1e9:.1f} GHz: skin depth "
          f"{skin_depth(rho_cu, f)*1e6:.2f} um, L drop {drop/pH:.4f} pH")
print(f"via resistance: {resistance*1e3:.1f} mohm")
print(f"omega L at 0.1 GHz: {omega*L*1e3:.1f} mohm")
print(f"frequency where omega L = R: {resistance/(2*pi*L)/1e9:.3f} GHz")
print(f"L change, radius 10% smaller: {(L_thin-L)/pH:+.2f} pH")
print(f"L change, radius 10% larger: {(L_thick-L)/pH:+.2f} pH")
print(f"end crowding, rough scale (half radius over a): {crowding/pH:.2f} pH")
print(f"heating: {heating:.0f} K, temp. coefficient {temp_coeff} 1/K (rough)")
print(f"resistance factor when hot: {hot_factor:.3f}")
print(f"expansion coefficient (rough): {expansion*1e6:.0f} ppm/K")
print(f"L change by free expansion: {L*expansion*heating/pH:.3f} pH")
print(f"silicon resistivity (rough): {rho_si*100:.0f} ohm cm")
print(f"silicon skin depth, 0.1 GHz: {skin_depth(rho_si, f_use)*1e3:.1f} mm")
print(f"liner: {liner*1e6:.1f} um, relative permittivity {eps_liner}")
print(f"liner capacitance: {cap*1e15:.0f} fF")
print(f"omega^2 L C at 0.1 GHz: {omega**2*L*cap:.1e}")
print(f"return via pitch: {pitch*1e6:.0f} um")
print(f"mutual M, filament formula: {mutual/pH:.3f} pH")
print(f"mutual M, thick vias: {mutual_thick/pH:.3f} pH")
print(f"two-via contribution 2(L-M): {2*(L-mutual)/pH:.1f} pH")
print("PASS")
```

Printed output:

```
via length: 50.0 um
via radius: 2.50 um
length/radius: 20.0
prefactor mu0 l/(2 pi): 10.0000 pH
ln(2l/a): 3.68888
term 128a/(45 pi l): 0.04527
term a^2/(4 l^2): 0.000625
bracket, series: 2.983525
bracket, wavenumber integral: 2.983526
bracket, random sampling: 2.9842 +- 0.0020
L without a/l terms: 29.39 pH
L, full series: 29.84 pH
L, wavenumber integral: 29.84 pH
internal part mu0 l/(8 pi): 2.500 pH
L minus internal part: 27.34 pH
L with surface-tube current: 27.51 pH
uniform minus tube: 2.322 pH
bracket gap uniform-tube at l/a=2000: 0.24982
pair <ln(d/a)>: sampled -0.2500, formula -0.2500
pair <d/a>: sampled 0.9054, formula 0.9054
pair <d^2/a^2>: sampled 1.0000, formula 1.0000
rim <ln(d/a)>: sampled -0.0001, formula 0.0000
rim <d/a>: sampled 1.1317, formula 1.1318
rim <d^2/a^2>: sampled 1.5001, formula 1.5000
copper resistivity (rough): 1.70 uohm cm
frequency where skin depth = radius: 0.689 GHz
at 0.1 GHz: skin depth 6.56 um, L drop 0.0005 pH
at 1.0 GHz: skin depth 2.08 um, L drop 0.0529 pH
at 10.0 GHz: skin depth 0.66 um, L drop 1.2080 pH
via resistance: 43.3 mohm
omega L at 0.1 GHz: 18.7 mohm
frequency where omega L = R: 0.231 GHz
L change, radius 10% smaller: +1.01 pH
L change, radius 10% larger: -0.91 pH
end crowding, rough scale (half radius over a): 0.69 pH
heating: 80 K, temp. coefficient 0.0039 1/K (rough)
resistance factor when hot: 1.312
expansion coefficient (rough): 17 ppm/K
L change by free expansion: 0.041 pH
silicon resistivity (rough): 10 ohm cm
silicon skin depth, 0.1 GHz: 15.9 mm
liner: 0.2 um, relative permittivity 3.9
liner capacitance: 141 fF
omega^2 L C at 0.1 GHz: 1.7e-06
return via pitch: 20 um
mutual M, filament formula: 9.702 pH
mutual M, thick vias: 9.712 pH
two-via contribution 2(L-M): 40.3 pH
PASS
```
